\section*{Heat conduction in a circular wire with diffuse walls, part 2}

How far does the wall of a thin wire lower its heat conductivity $\kappa$ below the bulk value $\kappa_{\rm bulk}=\frac13Cv\Lambda$? The wire is a circular cylinder along $z$, with diameter $D$, cross-section $A=\pi D^2/4$ and length $L\gg\Lambda$. In the gray model all phonons have the same speed $v$ and mean free path $\Lambda=v\tau$, with relaxation time $\tau$; $C$ is their heat capacity per volume. Collisions inside the wire randomize the direction. A diffuse wall absorbs every arriving carrier and emits isotropically at the local temperature $T$.

A direction of flight is $\mathbf s=\sin\theta\,\mathbf n+\cos\theta\,\mathbf z$, with $\mathbf n$ a unit vector in the cross-section. The carrier energy per volume and solid angle is $e$; both $e$ and $T$ are counted from a uniform reference state. With outward normal $\mathbf N$, the energy striking the wall is
\begin{equation}
v\int_{\mathbf s\cdot\mathbf N>0}e\,(\mathbf s\cdot\mathbf N)\,d\Omega
=v\,\frac{CT}{4\pi}\,\pi=\frac{CvT}{4}.
\label{blackbody}
\end{equation}
Let $\ell$ be the projected distance back to the wall, and $G=1-e^{-\ell/(\Lambda\sin\theta)}$ the deviation from local equilibrium relative to the bulk. The local ratio at position $\mathbf r_\perp$ in the section, and its average $F$, are
\begin{equation}
\frac{\kappa(\mathbf r_\perp)}{\kappa_{\rm bulk}}
=\frac{3}{4\pi}\int\cos^2\theta\;G\,d\Omega .
\label{local}
\end{equation}
\begin{equation}
F=\frac{\kappa}{\kappa_{\rm bulk}}
=\frac{3}{4\pi A}\int dA\int d\Omega\,\cos^2\theta
\left[1-e^{-\ell/(\Lambda\sin\theta)}\right].
\label{average}
\end{equation}
A chord at distance $wD/2$ from the centre has length $c=D\sqrt{1-w^2}$, and along it
\begin{equation}
\int_0^c e^{-\ell/(\Lambda\sin\theta)}d\ell
=\Lambda\sin\theta\left[1-e^{-c/(\Lambda\sin\theta)}\right].
\label{strip}
\end{equation}
With $\delta=D/\Lambda$ this gives the chord form and, with $u=\sqrt{1-w^2}$ and $t=1/\sin\theta$, Dingle's formula:
\begin{equation}
F=1-\frac{12}{\pi\delta}\int_0^{\pi/2}\!d\theta\,\sin^2\theta\cos^2\theta
\int_0^1\!dw\left[1-e^{-\delta\sqrt{1-w^2}/\sin\theta}\right].
\label{chord}
\end{equation}
\begin{equation}
\boxed{F(\delta)=1-\frac{12}{\pi}\int_0^1\!\sqrt{1-u^2}\;S_4(\delta u)\,du,\quad
S_4(x)=\int_1^\infty\! e^{-xt}\,\frac{\sqrt{t^2-1}}{t^4}\,dt}
\label{dingle}
\end{equation}
As a check, a simulation followed carriers through random collisions and diffuse wall emission, and obtained $\kappa$ from their axial spread.

\section{Limits, neglected effects and a tellurium wire}

The symbols carried over are these. A wire of diameter $D$ holds carriers of speed $v$, mean free path $\Lambda$ and heat capacity $C$ per volume, and $\kappa_{\rm bulk}=Cv\Lambda/3$. The angle to the axis is $\theta$, and $\delta=D/\Lambda$. A carrier at projected distance $\ell$ from its last wall point has the fraction $G=1-e^{-\ell/(\Lambda\sin\theta)}$ of the bulk deviation from equilibrium. The ratio $F=\kappa/\kappa_{\rm bulk}$ is given by the chord form \eqref{chord} or, equivalently, by the double integral \eqref{dingle}.

\textbf{Q.} A double integral tells me little. What happens in a thick wire?

\textbf{A.} Use the chord form. The term 1 in its bracket needs $\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\frac14\int_0^{\pi/2}\sin^22\theta\,d\theta=\pi/16$ and contributes $-3/(4\delta)$. The exponential contributes with a plus sign. With $u=\sqrt{1-w^2}$ and $a=\delta/\sin\theta$,
\begin{equation}
\int_0^1e^{-au}dw=\int_0^1\frac{u\,e^{-au}}{\sqrt{1-u^2}}\,du\simeq\frac1{a^2}
=\frac{\sin^2\theta}{\delta^2},
\end{equation}
because for large $a$ only small $u$ matters, where the root is nearly 1. The angular integral is then $\int_0^{\pi/2}(\sin^4\theta-\sin^6\theta)\,d\theta=3\pi/16-5\pi/32=\pi/32$, and
\begin{equation}
F\simeq1-\frac{3}{4\delta}+\frac{3}{8\delta^3}\qquad(\delta\gg1).
\label{thick}
\end{equation}
The first correction can be read as a dead layer. A rim of thickness $h$ takes up the fraction $4h/D$ of the section, and equating this to $3\Lambda/4D$ gives $h=3\Lambda/16$. The layer is a way of counting; the actual loss is spread over a depth of order $\Lambda$.

\textbf{Q.} And a thin wire? If the bulk mean free path exceeds the diameter by far, it should drop out.

\textbf{A.} It does in leading order, but the next term keeps a logarithm. I need $S_4$ for small $x$. In the angular form, $S_4(x)=\int_0^{\pi/2}\sin\theta\cos^2\theta\,e^{-x/\sin\theta}d\theta$. Hence $S_4(0)=1/3$ and $S_4'(0)=-\int_0^{\pi/2}\cos^2\theta\,d\theta=-\pi/4$. The second derivative is
\begin{equation}
S_4''(x)=\int_1^\infty e^{-xt}\frac{\sqrt{t^2-1}}{t^2}\,dt ,
\end{equation}
which diverges at $x=0$ because the integrand falls off as $1/t$. Separate that tail. The exponential integral gives $\int_1^\infty e^{-xt}dt/t=-\ln x-\gamma+O(x)$, with Euler's constant $\gamma$. The rest converges at $x=0$:
\begin{equation}
\int_1^\infty\!\left[\frac{\sqrt{t^2-1}}{t^2}-\frac1t\right]dt
=\left[\operatorname{arcosh}t-\frac{\sqrt{t^2-1}}{t}-\ln t\right]_1^\infty
=\ln2-1 .
\end{equation}
So $S_4''\simeq-\ln x+\ln2-1-\gamma$. Integrating twice from zero turns $\ln x$ into $\frac12x^2\ln x-\frac34x^2$, and
\begin{equation}
S_4(x)\simeq\frac13-\frac{\pi x}{4}
+\frac{x^2}{2}\left[-\ln x+\tfrac12+\ln2-\gamma\right].
\label{s4small}
\end{equation}

\textbf{Q.} With $x=\delta u$ there is a $\ln u$ left to integrate.

\textbf{A.} The plain integrals of $\sqrt{1-u^2}$ times $1$, $u$ and $u^2$ are $\pi/4$, $1/3$ and $\pi/16$. For the logarithm set $u=\sin\alpha$ and use $\sin^2\alpha\cos^2\alpha=(1-\cos4\alpha)/8$:
\begin{equation}
M=\int_0^1u^2\sqrt{1-u^2}\,\ln u\,du
=\frac18\int_0^{\pi/2}(1-\cos4\alpha)\ln\sin\alpha\,d\alpha .
\end{equation}
Let $K=\int_0^{\pi/2}\ln\sin\alpha\,d\alpha$, which equals the same integral of $\ln\cos\alpha$. Adding the two gives $2K=\int_0^{\pi/2}\ln(\frac12\sin2\alpha)\,d\alpha=K-\frac\pi2\ln2$, so $K=-\frac\pi2\ln2$. The other piece is integrated by parts, with vanishing boundary terms:
\begin{equation}
\int_0^{\pi/2}\!\cos4\alpha\,\ln\sin\alpha\,d\alpha
=-\frac14\int_0^{\pi/2}\!\sin4\alpha\,\cot\alpha\,d\alpha=-\frac{\pi}{8},
\end{equation}
since $\sin4\alpha\cot\alpha=4\cos^2\alpha\cos2\alpha=1+2\cos2\alpha+\cos4\alpha$, of which only the 1 survives. Thus $M=\frac18(-\frac\pi2\ln2+\frac\pi8)=\frac{\pi}{16}(\frac14-\ln2)$. Inserting \eqref{s4small} in \eqref{dingle}, the constant term is $\frac{12}\pi\cdot\frac13\cdot\frac\pi4=1$ and cancels the leading 1. The linear term gives $+\delta$, and the prefactor of the rest is $\frac{12}\pi\cdot\frac12\cdot\frac\pi{16}=\frac38$:
\begin{equation}
F\simeq\delta-\frac38\,\delta^2\left[\ln\frac1\delta+\frac14+2\ln2-\gamma\right]
\qquad(\delta\ll1),
\label{thin}
\end{equation}
where the constant is $\frac14+2\ln2-\gamma=1.0591$. In leading order $\kappa=CvD/3$, so the diameter has replaced the mean free path. The logarithm comes from the occasional collisions of carriers with $\sin\theta$ between about $\delta$ and 1. At small angles in this range the loss is proportional to $\delta^2\,d\theta/\theta$, so each factor of ten in angle contributes equally. For $\sin\theta\lesssim\delta$ the distance $D/\sin\theta$ between walls exceeds $\Lambda$ even in a thin wire. Collisions inside then limit the carriers, and the growth is cut off; this range adds only to the constant beside the logarithm.

\textbf{Q.} Why not add the scattering rates, $1/\Lambda+1/D$, and be done?

\textbf{A.} That gives $F\approx\delta/(1+\delta)$, which is correct in leading order at both ends. For thick wires its first correction is $-1/\delta$ instead of $-3/(4\delta)$, so it is too low; for very thin ones it misses the logarithm and is too high. Over 81 logarithmically spaced values of $\delta$ from 0.01 to 100, its largest error relative to $F$ was 4.9\,\%, at $\delta=0.22$. As an estimate it is adequate, given the errors of the gray model discussed below.

\textbf{Q.} Then take a real wire.

\textbf{A.} Take tellurium at 300 K, where lattice vibrations carry most of the heat. Its atoms form parallel chains, and I let the wire axis follow them. Rough typical inputs are $\kappa_{\rm bulk}=3$ W/(m\,K) along the chains, a mean acoustic speed of 1.5 km/s, and hexagonal cell edges of 0.45 and 0.59 nm. The speed is meant as an average over directions and branches; long-wave sound along the chains is faster. The cell volume is $\frac{\sqrt3}{2}(0.45)^2(0.59)=0.1035$ nm$^3$. It holds three atoms and so has nine branches of vibration. I assign the heat transport to the three acoustic ones, each with the classical heat capacity $k_{\rm B}$ per cell. Then $C=3k_{\rm B}/(0.1035\ {\rm nm}^3)=0.400$ J/(cm$^3$\,K), and
\begin{equation}
\Lambda=\frac{3\kappa_{\rm bulk}}{Cv}
=\frac{3\times3.0}{0.400\times10^{6}\times1500}\ {\rm m}\approx15.0\ {\rm nm}.
\end{equation}
A diameter of 60 nm gives $\delta=4.003$. The integral over $u$ in \eqref{dingle} is 0.04731, so
\begin{equation}
F=1-\frac{12}{\pi}\times0.04731=0.819,\qquad
\kappa=0.819\times3.0=2.46\ {\rm W/(m\,K)} .
\end{equation}
For a length of 5 $\mu$m the conductance $\kappa\pi D^2/4L$ is 1.39 nW/K. The thick-wire series \eqref{thick} already gives 0.8185. The simulation of carriers described in the first half gives $0.8187\pm0.0011$ for this wire.

\textbf{Q.} Is the loss of 18\,\% shared evenly over the section?

\textbf{A.} No. The local ratio \eqref{local} is 0.955 on the axis and 0.451 at the wall. At the wall, half of all directions belong to carriers that have just been emitted, for which $G=0$, so the ratio cannot exceed one half there. On the axis the wall is at least $D/2$ away along every line of flight, and $G$ is at least $1-e^{-\delta/2}=0.86$.

With the material held fixed, the diameter acts as follows.
\begin{center}
\begin{tabular}{rrrr}
$D$ (nm) & $\delta$ & $F$ & $\kappa$ (W/(m\,K))\\
5 & 0.33 & 0.24 & 0.72\\
15 & 1.00 & 0.49 & 1.48\\
30 & 2.00 & 0.67 & 2.02\\
150 & 10.0 & 0.93 & 2.78\\
600 & 40.0 & 0.98 & 2.94
\end{tabular}
\end{center}

\textbf{Q.} One mean free path for all phonons is hard to believe. Does a spread merely blur the result?

\textbf{A.} It shifts it, and in a definite direction. At fixed speed, a group of carriers contributes in proportion to $\Lambda F(D/\Lambda)$. By \eqref{average} this is a sum with positive weights of terms $h(\Lambda)=\Lambda(1-e^{-b/\Lambda})$, where $b=\ell/\sin\theta$. With $y=b/\Lambda$,
\begin{equation}
h'=1-(1+y)e^{-y},\qquad
h''=y\,e^{-y}\,\frac{dy}{d\Lambda}=-\frac{b^2}{\Lambda^3}\,e^{-y}<0 .
\end{equation}
A concave function averages to less than its value at the mean. If the mean of $\Lambda$, weighted by heat capacity, is held fixed, so is $\kappa_{\rm bulk}$, and any spread lowers the conductivity of the wire.

For a size, take a Debye spectrum with $x=\omega/\omega_{\max}$, classical heat capacity $3x^2dx$ and $\Lambda_x=\Lambda_c/x^2$. The weighted mean is $3\Lambda_c$, which must equal $\Lambda$. Each interval $dx$ then contributes equally to $\kappa_{\rm bulk}$, since $3x^2\Lambda_x$ is constant, and
\begin{equation}
F_{\rm spread}=\int_0^1F(3\delta x^2)\,dx=0.636
\end{equation}
instead of 0.819. Phonons of low frequency, with long free paths, carry a fair share of the bulk heat and lose most of it in the wire.

\textbf{Q.} What if the wall is smooth and reflects part of the phonons like a mirror?

\textbf{A.} Let a constant fraction $p$ be reflected so. In a circle a mirror reflection preserves $\theta$ and the chord length $c$. Let $E=e^{-c/(\Lambda\sin\theta)}$ be the attenuation over one chord, and let $H_0$ be the value of $1-G$ just after the wall. Diffuse emission supplies 1 with weight $1-p$, and the mirror returns what arrives, $H_0E$, with weight $p$:
\begin{equation}
H_0=(1-p)+p\,H_0E\quad\Longrightarrow\quad H_0=\frac{1-p}{1-pE}.
\end{equation}
The strip integral \eqref{strip} is multiplied by $H_0$, so the bracket $1-E$ in \eqref{chord} becomes $(1-p)(1-E)/(1-pE)$. For $p=0.5$ this gives $F=0.908$, and tracing the reflected rays one by one gives the same 0.908. For $p\to1$ the wall costs nothing.

\textbf{Q.} Tellurium conducts differently along and across its chains, and you dropped six of nine branches.

\textbf{A.} Take the branches first. If all nine carried heat with equal heat capacity and speed, $C$ would triple. At the same $\kappa_{\rm bulk}$, $\Lambda$ would fall to 5 nm, and $F$ would rise to 0.938.

For the anisotropy, let $\omega^2=v_z^2k_z^2+v_\perp^2k_\perp^2$. In the stretched wavevector $\mathbf k'=(v_\perp\mathbf k_\perp,v_zk_z)$ the frequency is $|\mathbf k'|$. If the cutoff too depends on $|\mathbf k'|$ alone, the directions of $\mathbf k'$ are isotropic. The velocity is $(v_\perp\sin\theta\,\mathbf n,\,v_z\cos\theta)$, with $\theta$ now the angle of $\mathbf k'$. With one relaxation time $\tau$, the axial flux has the factor $v_z^2\tau\cos^2\theta$, while the flight between walls involves $v_\perp\tau\sin\theta$. So $F$ keeps its form with $\delta=D/(v_\perp\tau)$. The bulk conductivities scale as $v_z^2$ and $v_\perp^2$. Take a rough ratio of 1.5. If the 1.5 km/s of the example is read as the axial speed $v_z$, the transverse free path is $\Lambda/\sqrt{1.5}$, and $F=0.851$. If it is read as the mean speed over all directions, $v_z$ is 1.70 km/s, and the same $\kappa_{\rm bulk}$ gives $F=0.868$.

\textbf{Q.} And the ends, the electrons, and the quantum nature of the vibrations?

\textbf{A.} The ends and the quantum statistics matter little here; the share of the electrons depends on the doping. By \eqref{blackbody} a contact sends $CvT/4$ per area into the wire, so even without scattering there is a resistance $4/(CvA)$. Compared with the wire's own resistance $3L/(Cv\Lambda FA)$ this is $4\Lambda F/(3L)=0.33\,\%$. Adding the two resistances in series is only an estimate of the end effect; it gives the size, about 0.3\,\%, and not the second digit.

For a rough electrical conductivity $\sigma=10$ S/cm, the Wiedemann--Franz estimate $\frac{\pi^2}{3}(k_{\rm B}/e)^2\sigma T$, with $e$ here the elementary charge, is 0.24\,\% of $\kappa_{\rm bulk}$. The factor $\pi^2/3$ holds for a degenerate electron gas; for dilute carriers scattered by acoustic phonons it is 2, and the share is 0.15\,\%. Both values leave out the heat carried by electron-hole pairs, which matters in a semiconductor with a gap as small as tellurium's, about 0.33 eV. At the same $\sigma$, a simple two-band estimate adds about 0.2\,\% if the minority carriers supply one hundredth of the conduction. That share is not free: at a given temperature, mass action fixes the product of the electron and hole conductivities. For a rough intrinsic density of $5\times10^{15}$ cm$^{-3}$ and rough mobilities of 2000 and 1200 cm$^2$/(V\,s), the pair term is about 0.3\,\% at 10 S/cm. It is largest, about 1.3\,\%, when electrons and holes conduct equally, which happens near $\sigma=2.5$ S/cm. Heavy doping suppresses the pairs but raises $\sigma$, and with it the Wiedemann--Franz part.

The acoustic Debye temperature for these inputs is 95 K, and quantum statistics lower $C$ at 300 K by 0.5\,\%. The shortest wavelength is 0.76 nm, but the particle picture is tested by the long waves. In the Debye spread above, with diffuse walls, waves longer than 6 nm carry only about 1\,\% of the heat in the 60 nm wire, so the picture is reasonable there. At $D=5$ nm the particle picture is doubtful for all but the shortest waves.

\textbf{Q.} So what should I believe about an actual tellurium nanowire?

\textbf{A.} A diameter of some tens of nanometres and an axis along the chains are realistic, but the bulk inputs are rough. With them the model says 2.5 W/(m\,K) at 60 nm. A speed of 2.5 km/s, closer to that of sound along the chains, would shorten $\Lambda$ to 9.0 nm at the same $\kappa_{\rm bulk}$ and give 2.7 W/(m\,K). The largest shift among the estimates made here comes from giving up the single mean free path: the Debye spread lowers the value to $0.636\times3.0=1.9$ W/(m\,K) if the wall is diffuse at every wavelength. A smooth wall reflects long waves more like a mirror, and the reduction is then smaller. Starting again from the gray value, equal transport by all branches would raise it to 2.8, and half-specular walls to 2.7. These are separate estimates, each with the other settings held fixed, and they do not bound the answer. Flat crystal facets, surface oxide and defects are not included. The formula is a sound solution of its model; for this material the choice of phonon spectrum matters more than the difference between \eqref{dingle} and the simple interpolation, which gives 0.800. The numerical output lists the values to more digits than the material inputs justify.

\section*{Computed values}
\begin{verbatim}
temperature: 300 K
bulk conductivity (rough): 3.0 W/(m K)
acoustic speed (rough): 1.5 km/s
cell edges (rough): 0.45 nm, 0.59 nm
cell volume: 0.1035 nm^3
acoustic heat capacity: 0.400 J/(cm^3 K)
mean free path: 14.99 nm
wire diameter: 60 nm; length: 5 um
delta = D/mfp: 4.003
S4(0), S4(delta/2), S4(delta): 0.33333, 0.01503, 0.001181
integral over u of sqrt(1-u^2) S4: 0.04731
ratio F: 0.8193
wire conductivity: 2.458 W/(m K)
wire conductance: 1.390 nW/K
local ratio at axis: 0.955; at wall: 0.451
thick-wire series at this delta: 0.8185
interpolation delta/(1+delta): 0.8001
largest relative error of interpolation: 4.9 % at delta = 0.22
constant in thin-wire series: 1.0591
D = 5 nm: delta 0.334, F 0.2390, kappa 0.717 W/(m K)
D = 15 nm: delta 1.001, F 0.4931, kappa 1.479 W/(m K)
D = 30 nm: delta 2.002, F 0.6748, kappa 2.024 W/(m K)
D = 60 nm: delta 4.003, F 0.8193, kappa 2.458 W/(m K)
D = 150 nm: delta 10.008, F 0.9254, kappa 2.776 W/(m K)
D = 600 nm: delta 40.031, F 0.9813, kappa 2.944 W/(m K)
largest residual of transport equation: 3.9e-10
largest difference, ray tracing - formula: 2.4e-11
random walk, squared flights: 0.8187 +- 0.0011
random walk, end points: 0.8219 +- 0.0038
random walk, delta 0.5: 0.3205 +- 0.0005; formula 0.3209
F with spread of mean free paths: 0.6360
F if optical branches carry heat equally: 0.9378
F with half-specular wall: 0.9082; ray tracing 0.9082
F with bulk anisotropy 1.5 (rough): 0.8505
contact resistance / wire resistance: 0.33 %
electrical conductivity (rough): 10 S/cm
electronic share of bulk conductivity: 0.24 %
acoustic Debye temperature: 95 K
quantum reduction of heat capacity: 0.50 %
shortest phonon wavelength: 0.76 nm
\end{verbatim}
